# Zero-order intervalley scattering into a nonparabolic Kane valley

## Question

An electron in a many-valley semiconductor is scattered into another conduction valley by a phonon of fixed energy $\hbar\omega$. Near the minimum of the final valley the band obeys

$$
E(1+\alpha E)=\gamma(\mathbf k),\qquad
\gamma(\mathbf k)=\frac{\hbar^2}{2}\left(\frac{k_l^2}{m_l}+\frac{k_{t1}^2+k_{t2}^2}{m_t}\right),
$$

where $E$ and $\mathbf k$ are measured from that minimum, $m_l$ and $m_t$ are the band-edge masses, and $\alpha=0.5$ per eV. The parabolic band is the case $\alpha=0$.

The coupling is of zero order: the energy of interaction is a constant deformation field $D$ times the phonon displacement, whatever the wave vectors. The overlap of the periodic parts of the initial and final Bloch functions is set to one. Spin is conserved, and the final states are empty.

For numbers, take $m_l=0.9\,m_0$, $m_t=0.2\,m_0$, $\hbar\omega=60$ meV, $D=1.0\times10^9$ eV/cm, mass density $\rho=2.3$ g/cm³, one final valley ($Z=1$) equivalent to the initial one, and a lattice temperature of 300 K.

**(a)** Find the squared matrix element for phonon emission and for absorption.

**(b)** Find the density of final states per volume, per valley and per spin.

**(c)** Derive the scattering rate. Show that at a final kinetic energy of 0.5 eV it exceeds its parabolic value by about 68 percent, and state what is held fixed.

**(d)** Explain the increase through the wave vector and the velocity. Examine small and large $\alpha E$, and a comparison at equal wave vector instead of equal energy.

**(e)** Evaluate the rates for emission and absorption into $E=0.5$ eV.

**(f)** Judge how far the result can be trusted for electrons in silicon.

## Model answers

### (a) The matrix element

In a crystal of volume $V$, each phonon mode $\mathbf q$ of the branch contributes the displacement

$$
u_{\mathbf q}(\mathbf r)=\sqrt{\frac{\hbar}{2\rho V\omega}}
\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+a_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).
$$

The prefactor is the zero-point amplitude of an oscillator of mass $\rho V$. For given initial and final electron states, conservation of crystal momentum selects one mode of the branch, up to a reciprocal-lattice vector. With unit Bloch overlap the electronic part of the matrix element has magnitude one.

If the mode holds $\nu$ phonons, the ladder operators give

$$
|\langle \nu+1|a^\dagger|\nu\rangle|^2=\nu+1,\qquad
|\langle \nu-1|a|\nu\rangle|^2=\nu .
$$

The thermal average of $\nu$ is $N=1/(e^{\hbar\omega/k_BT}-1)$. Therefore

$$
|M|^2=\frac{\hbar D^2}{2\rho V\omega}\,n,\qquad
n=\begin{cases}N+1&\text{emission}\\ N&\text{absorption.}\end{cases}
$$

Neither $\alpha$ nor the final wave vector appears. Nonparabolicity can therefore change the rate only through the final states.

### (b) The density of states

The constant-energy surfaces are ellipsoids. They become spheres under the change of variables

$$
k_l=\sqrt{\frac{m_l}{m_d}}\,\kappa_l,\qquad
k_{ti}=\sqrt{\frac{m_t}{m_d}}\,\kappa_{ti},\qquad
m_d=(m_l m_t^2)^{1/3}.
$$

The Jacobian is $\sqrt{m_l m_t^2/m_d^3}=1$, so volumes are unchanged, and $\gamma=\hbar^2\kappa^2/2m_d$. Each spin has $1/(2\pi)^3$ states per unit volume of crystal and of wave-vector space. The number of states below $E$ is thus

$$
\mathcal N(E)=\frac{1}{(2\pi)^3}\frac{4\pi}{3}\kappa^3
=\frac{1}{6\pi^2}\left(\frac{2m_d\gamma}{\hbar^2}\right)^{3/2}.
$$

Differentiation with respect to $E$ brings down a factor $\tfrac32\gamma^{1/2}\,d\gamma/dE$:

$$
g(E)=\frac{(2m_d)^{3/2}}{4\pi^2\hbar^3}\sqrt{\gamma}\,\frac{d\gamma}{dE}.
$$

Since $\gamma=E+\alpha E^2$, we have $d\gamma/dE=1+2\alpha E$, and

$$
g(E)=\frac{(2m_d)^{3/2}}{4\pi^2\hbar^3}
\sqrt{E(1+\alpha E)}\,(1+2\alpha E).
$$

The given masses yield $m_d=(0.9\times0.2^2)^{1/3}m_0=0.330\,m_0$.

### (c) The rate and its ratio to the parabolic rate

Fermi's golden rule sums over all final states in the $Z$ valleys:

$$
W=\frac{2\pi}{\hbar}\sum_{\mathbf k'}|M|^2\,\delta(E_{\mathbf k'}-E).
$$

Here $E$ is the final kinetic energy required by energy conservation. For equivalent valleys it is $E=E_i-\hbar\omega$ for emission and $E=E_i+\hbar\omega$ for absorption, where $E_i$ is the initial kinetic energy. The rate vanishes if this $E$ is negative.

Because $|M|^2$ is constant it leaves the sum, and the remaining sum of delta functions is $VZg(E)$. Only one spin is counted, since spin is conserved. Hence

$$
W=\frac{2\pi}{\hbar}\,\frac{\hbar D^2n}{2\rho V\omega}\,VZg(E)
=\frac{\pi D^2Zn}{\rho\omega}\,g(E).
$$

Inserting $g$ and using $\pi\,2^{3/2}/(4\pi^2)=1/(\sqrt2\,\pi)$ gives

$$
W=\frac{ZD^2m_d^{3/2}n}{\sqrt2\,\pi\rho\omega\hbar^3}
\sqrt{E(1+\alpha E)}\,(1+2\alpha E).
$$

Now compare this with $\alpha=0$ while holding fixed the final energy, band-edge masses, deformation field, density, phonon energy, temperature and number of valleys. All prefactors cancel:

$$
R=\frac{W_\alpha}{W_0}
=\frac{\sqrt{E(1+\alpha E)}\,(1+2\alpha E)}{\sqrt E}
=(1+2\alpha E)\sqrt{1+\alpha E}.
$$

At $E=0.5$ eV, $\alpha E=0.25$, so

$$
R=1.5\times\sqrt{1.25}=1.5\times1.118=1.677 .
$$

The excess is 67.7 percent of the parabolic rate, or about 68 percent. It is the same for emission and absorption when both lead to the same final energy. The mass anisotropy has also cancelled.

### (d) Meaning, limits and another comparison

In the stretched coordinates the density of states is a spherical shell's volume per unit energy. With $v=\hbar^{-1}dE/d\kappa$,

$$
g=\frac{4\pi\kappa^2}{(2\pi)^3}\frac{d\kappa}{dE}
=\frac{\kappa^2}{2\pi^2\hbar v}.
$$

For an isotropic valley $v$ is the group velocity. For an ellipsoidal valley it is the corresponding slope in the stretched coordinates.

At fixed energy, $\kappa^2\propto\gamma$ grows by the factor $1+\alpha E=1.25$. To find $v$, differentiate $\gamma=\hbar^2\kappa^2/2m_d$ with respect to $\kappa$:

$$
(1+2\alpha E)\frac{dE}{d\kappa}=\frac{\hbar^2\kappa}{m_d}
\quad\Rightarrow\quad
v=\frac{\hbar\kappa}{m_d(1+2\alpha E)}.
$$

At fixed energy the velocity is therefore multiplied by $\sqrt{1.25}/1.5=0.745$. The surface is larger and the band is flatter, so a given energy interval holds more states. Together the two changes give $1.25/0.745=1.68$.

**Small $\alpha E$.** With $x=\alpha E$,

$$
R=(1+2x)\left(1+\frac{x}{2}-\frac{x^2}{8}+\cdots\right)
=1+\frac{5x}{2}+\frac{7x^2}{8}+\cdots .
$$

The $x^2$ coefficient is $-\tfrac18+2\times\tfrac12=\tfrac78$. At $x=0.25$ the linear term alone gives an excess of 62.5 percent, and the quadratic term raises it to 68.0 percent. The full formula gives 67.7 percent. The linear term is mostly due to the factor $1+2x$, which supplies $2x$ of the $5x/2$.

**Large $\alpha E$.** Formally, $R\to2(\alpha E)^{3/2}$, and $g$ grows as $E^2$ instead of $E^{1/2}$. This is a property of the formula; the dispersion is meant for energies near a band edge.

**Equal wave vector.** A parabolic electron with the same $\mathbf k$ has energy $\gamma=0.5\times1.25=0.625$ eV. Its density of states is proportional to $\sqrt\gamma$, while that of the nonparabolic, or Kane, electron is proportional to $\sqrt\gamma\,(1+2\alpha E)$. The ratio is then 1.5, an excess of 50 percent. The figure of 68 percent thus belongs to a comparison at equal energy.

### (e) The rates

The parabolic density of states is

$$
g_0=\frac{(2\times0.3302\,m_0)^{3/2}(0.5\ \mathrm{eV})^{1/2}}{4\pi^2\hbar^3}
=0.457\ \mathrm{eV^{-1}\,nm^{-3}},
$$

and the Kane value is $1.677\times0.457=0.766$ eV⁻¹ nm⁻³.

At 300 K a 60 meV mode has $N=0.109$. Emission into $E=0.50$ eV starts from $E_i=0.56$ eV. Writing $1/\omega=\hbar/(\hbar\omega)$ and converting lengths to metres,

$$
W_0=\frac{\pi(10^{11}\,\mathrm{eV/m})^2(1.109)\,\hbar}
{(2300\,\mathrm{kg/m^3})(0.060\,\mathrm{eV})}
\left(0.457\times10^{27}\,\mathrm{eV^{-1}m^{-3}}\right)
=1.22\times10^{13}\ \mathrm{s^{-1}}.
$$

The powers of eV cancel. The remaining unit, that of $\hbar$ divided by kg m², is s⁻¹. The Kane rate is

$$
W_\alpha=1.677\times1.217\times10^{13}\ \mathrm{s^{-1}}
=2.04\times10^{13}\ \mathrm{s^{-1}}.
$$

Absorption into the same final energy starts from 0.44 eV. Its rate is smaller by $N/(N+1)=0.109/1.109$, which gives $2.00\times10^{12}$ s⁻¹. Few phonons are available to absorb, whereas emission can occur spontaneously.

At 400 K the Kane emission rate rises to $2.23\times10^{13}$ s⁻¹ because $N$ rises. The ratio $R$ does not change if $\alpha$ is held fixed.

### (f) How far the result applies to silicon

The parameters are round values in the rough regime of silicon, with scattering between opposite valleys on the same axis. Other phonons and other valleys add to the total rate and are not included here. A single phonon energy is also an approximation: at 0.5 eV the energy surface of a valley is wide in wave vector, so phonons with many different wave vectors take part, and their energies differ wherever the branch is not flat. The value of $\alpha$ matters: 0.4 per eV gives an excess of 53 percent, and 0.6 per eV gives 82 percent.

**Band shape.** This is a serious limitation in silicon. At 0.5 eV the longitudinal semi-axis of the model ellipsoid is

$$
k_{\max}=\frac{\sqrt{2m_l\gamma}}{\hbar}=3.84\ \mathrm{nm^{-1}}.
$$

The valley minimum lies roughly $0.15\times2\pi/a_0=1.75$ nm⁻¹ from the nearby zone face, for a rough lattice constant $a_0=0.54$ nm. The ellipsoid therefore extends well past the face. In stretched coordinates the states at one energy are spread evenly over a sphere, and a cap beyond a plane has an area proportional to its height. The fraction beyond the face is

$$
\frac12\left(1-\frac{1.75}{3.84}\right)=0.27 .
$$

As a rough measure of the effect, remove such states from both models. The parabolic semi-axis is $\sqrt{2m_lE}/\hbar=3.44$ nm⁻¹, so the ratio becomes

$$
1.677\times\frac{1+1.75/3.84}{1+1.75/3.44}\approx1.62 .
$$

This cut is not a band calculation, and it speaks only for the lowest conduction band. In silicon the two lowest conduction bands are degenerate at the centre of this face, a little over 0.1 eV above the minimum, so states past the face reappear in the second band instead of vanishing. In a local empirical-pseudopotential band structure, the density of states at 0.5 eV is about 1.6 times the parabolic value for the lowest band alone and about 1.8 times for both bands together. The band shape can therefore raise the excess as well as lower it, depending on how strongly the phonon couples into the second band. At 0.5 eV the Kane formula is at best an effective description of silicon's density of states.

**Bloch overlap.** Band mixing could reduce the rate. As an illustration, take a Kane model with an s state at energy zero and three p states at $-1/\alpha$, coupled by $Pk$, where $P$ is a constant. Only the p state along $\mathbf k$ couples to s. Its amplitude $C$ and the s amplitude $A$ obey

$$
EA=PkC,\qquad \left(E+\frac1\alpha\right)C=PkA .
$$

Eliminating the amplitudes gives $E(1+\alpha E)=\alpha P^2k^2$, the Kane form. Dividing the equations gives $C^2/A^2=\alpha E/(1+\alpha E)$, so normalization yields

$$
A^2=\frac{1+\alpha E}{1+2\alpha E},\qquad
C^2=\frac{\alpha E}{1+2\alpha E}.
$$

Suppose that the phonon acts equally on s and p states. For an angle $\theta$ between the initial and final wave vectors, the overlap is $A_iA+C_iC\cos\theta$. In the angular average of its square the cross term vanishes and $\cos^2\theta$ gives $1/3$. For emission, with $\alpha E_i=0.28$ and $\alpha E=0.25$,

$$
\overline{I^2}
=\frac{1.28\times1.25+0.28\times0.25/3}{1.56\times1.50}=0.694 .
$$

The excess would fall to $1.677\times0.694-1=0.16$, or 16 percent. Silicon's valleys are not s-p valleys of this kind, so this is not silicon's overlap. It shows that the 68 percent result depends on the assumption of unit overlap. For silicon, $D$ is better read as the whole electronic matrix element per unit displacement, with the effect of the Bloch functions included. The 68 percent result then assumes that this element is constant over the states involved. If $D$ has been fitted with unit overlap, it should be refitted when an overlap factor is added.

**Smaller effects.** This emission process alone contributes $\hbar W_\alpha=13.4$ meV to the lifetime width of the initial state; other scattering processes would add to it. A driving field $F=0.1$ MV/cm has the energy scale $(e^2F^2\hbar^2/2m_d)^{1/3}=22.6$ meV, which governs the smearing of a band edge. Averaging both densities of states numerically over a Gaussian, with the sum of these two energies as its standard deviation, changes the excess only from 67.7 to 67.9 percent. A lifetime line shape is Lorentzian, and its tails weight the high-energy states more. With a full width of 13.4 meV it gives about 68 to 70 percent, depending on where the dispersion is cut off between 1.5 and 6 eV.

At 0.5 eV the field can matter more, because it changes the energy difference between the initial and final states during the collision. If $\Delta v$ is the difference of their velocities along the field, the width is of order $\sqrt{\hbar eF|\Delta v|}$, typically some tens of meV and up to about 100 meV for a field along a light-mass direction. A Gaussian standard deviation of 70 meV gives an excess of about 68.5 percent, and 100 meV gives about 69.4 percent.

For $10^{17}$ electrons per cm³ in six valleys, a Maxwellian gas with $k_BT_e=0.2$ eV has an estimated final-state occupation of

$$
f=\frac{n_e}{12}\left(\frac{2\pi\hbar^2}{m_dk_BT_e}\right)^{3/2}
e^{-E/k_BT_e}=1.3\times10^{-5}.
$$

Here $n_e$ is the electron density, the factor 12 counts valleys and spins, and parabolic bands are used. Blocking is negligible. The initial energy of 0.56 eV is also below the rough gap of 1.1 eV, so this electron cannot create an electron–hole pair by impact ionization from its own kinetic energy.
